# Ozaki Poles versus Matsubara Summation for Equilibrium NEGF Densities

## A numerical discrepancy to explain

A four-orbital junction at 300 K has levels from about $-100$ eV to $60$ eV. Its equilibrium density matrix can be built from Green's functions at a few complex energies. With 80 Matsubara energies, the largest error of any density-matrix element is 0.46. With 80 Ozaki energies it is $1.7\times10^{-6}$. Matsubara summation needs 196,762 energies to bring the error below $10^{-3}$; Ozaki's scheme needs 58.

Both methods use the same formula and the same work per energy. They differ in where the poles lie and in their weights. Errors here are absolute, in dimensionless density-matrix elements per spin.

## The scheme

Let $x=(E-\mu)/k_BT$ and $f(x)=1/(1+e^x)$. Both methods replace $f$ by

$$f_M(x)=\frac12-\sum_{p=1}^{M}R_p\left[\frac1{x-i\xi_p}+\frac1{x+i\xi_p}\right].\tag{1}$$

Let $a(E)=i[G^r(E)-G^a(E)]/2\pi$ be the spectral matrix of the device. It is positive semidefinite, and bound states enter it as delta functions. Assume a bounded spectrum and real symmetric Hamiltonian and overlap matrices. Then

$$G(z)=\int dE\,\frac{a(E)}{z-E},\qquad \rho=\int dE\,f\,a(E),\qquad M_0=\int dE\,a(E).$$

Put $z_p=\mu+i\xi_pk_BT$. Since $E-\mu-i\xi_pk_BT=-(z_p-E)$,

$$\frac1{x-i\xi_p}=-\frac{k_BT}{z_p-E}.$$

The other term contains $z_p^*$. Inserting (1) into $\rho$, the two minus signs cancel. Because $a$ is real, $G(z_p^*)=G(z_p)^*$, so

$$\rho_M=\frac{M_0}{2}+2k_BT\sum_{p=1}^{M}R_p\,\mathrm{Re}\,G(z_p).\tag{2}$$

For complex Hermitian matrices, $2\,\mathrm{Re}\,G$ is replaced by $G+G^\dagger$.

**Matsubara poles.** The function $f$ has poles at $x=\pm i(2p-1)\pi$. There $d(1+e^x)/dx=e^x=-1$, so each residue is $-1$. The partial-fraction expansion of $\tfrac12\tanh(x/2)$, summed in conjugate pairs, therefore gives (1) with $\xi_p=(2p-1)\pi$, $R_p=1$ and $M\to\infty$. Plain Matsubara summation cuts this series.

## Constructing the Ozaki poles

Write $f=\frac12-\frac12\tanh y$ with $y=x/2$. The modified Bessel functions obey

$$I_{n-1/2}=\frac{2n+1}{y}I_{n+1/2}+I_{n+3/2}.\tag{3}$$

Dividing by $I_{n+1/2}$ and inverting gives, for $t_n=I_{n+1/2}/I_{n-1/2}$,

$$t_n=\frac{y}{2n+1+y\,t_{n+1}}.$$

Since $t_0=I_{1/2}/I_{-1/2}=\tanh y$, repeated substitution yields

$$\tanh y=\cfrac{y}{1+\cfrac{y^2}{3+\cfrac{y^2}{5+\cdots}}}.$$

Set $t_N=0$ with $N=2M$, so that the last denominator is $2N-1$. Call the result $\tanh_N y$.

Let $D=\mathrm{diag}(1,3,\ldots,2N-1)$ and let $T$ have ones next to the diagonal and zeros elsewhere. Eliminating all rows but the first from $D+iyT$ produces the term $-(iy)^2=+y^2$ at each level. Hence

$$\tanh_N y=y\,[(D+iyT)^{-1}]_{11}.$$

Now factor $D+iyT=D^{1/2}(1+ixB)D^{1/2}$, where $B=\frac12D^{-1/2}TD^{-1/2}$ has the nonzero elements

$$B_{n,n+1}=B_{n+1,n}=\frac1{2\sqrt{4n^2-1}}.$$

Because $D_{11}=1$, the outer factors do not change the corner element. If $B$ has eigenvalues $b_j$ and normalized eigenvectors with first components $v_j$,

$$\frac12\tanh_N\frac x2=\frac x4\sum_j\frac{v_j^2}{1+ixb_j}.$$

Changing the sign of every second vector component maps $b_j$ to $-b_j$ and preserves $v_j^2$. For even $N$ the determinant of $B$ is nonzero, so there are $M$ pairs. Each pair contributes

$$\frac x4\,\frac{2v_p^2}{1+x^2b_p^2}=\frac{v_p^2}{2b_p^2}\,\frac{x}{x^2+b_p^{-2}}.$$

The bracket in (1) equals $2x/(x^2+\xi_p^2)$. Comparison gives

$$\xi_p=\frac1{b_p},\qquad R_p=\frac{v_p^2}{4b_p^2},\qquad b_p>0.\tag{4}$$

For $M=1$, $b=1/(2\sqrt3)$ and $v^2=1/2$. Thus $\xi=2\sqrt3=3.464$ and $R=\frac12\cdot12/4=1.5$. The first Matsubara pole is at $\pi$ with weight 1.

## Error of the truncated fraction

The functions $(-1)^nK_{n+1/2}$ also satisfy (3). The truncated fraction is therefore $C_0/C_{-1}$, where $C_n$ is the combination of the two solutions that vanishes at $n=N$:

$$C_n=I_{n+1/2}-\frac{I_\nu}{K_\nu}(-1)^{n-N}K_{n+1/2},\qquad \nu=N+\tfrac12.$$

Define $g=\pi I_\nu(y)/K_\nu(y)$ for $x>0$. Up to a common factor, $I_{1/2}$, $I_{-1/2}$ and $K_{1/2}=K_{-1/2}$ are $\sinh y$, $\cosh y$ and $(\pi/2)e^{-y}$. For even $N$,

$$\tanh_Ny=\frac{\sinh y-\frac g2e^{-y}}{\cosh y+\frac g2e^{-y}}
=\frac{e^y-(1+g)e^{-y}}{e^y+(1+g)e^{-y}}.$$

Using $f_M=\frac12(1-\tanh_Ny)$ and subtracting $f$,

$$f_M=\frac{1+g}{e^x+1+g},\qquad
f_M-f=\frac{g\,e^x}{(e^x+1+g)(e^x+1)}.\tag{5}$$

With $h=ge^{-x}$ this becomes

$$f_M-f=\frac{h}{(1+e^{-x})(1+h+e^{-x})},\tag{6}$$

which avoids large exponentials. For negative $x$ the error has the opposite sign, because $f_M-\frac12$ and $f-\frac12$ are odd.

### The spectral edge sets the bound

From (5),

$$\frac1{f_M-f}=(1+e^{-x})\left[1+\frac{1+e^x}{g}\right].$$

The right side falls with $x$ if $d\ln g/dx>1$. To show this, let $u=\sqrt y\,I_\nu$ and $v=\sqrt y\,K_\nu$. Both satisfy

$$w''=Qw,\qquad Q=1+\frac{N(N+1)}{y^2}.$$

The ratio $\phi=u'/u$ obeys $\phi'=Q-\phi^2$ and starts as $(N+1)/y$ near zero, above 1. It cannot cross 1 downward, because at $\phi=1$ its slope is $Q-1>0$. For half-integer $\nu$, $v$ is $e^{-y}$ times a polynomial in $1/y$ with positive coefficients, so $\psi=-v'/v>1$. Since $y=x/2$,

$$\frac{d\ln g}{dx}=\frac{\phi+\psi}{2}>1.$$

The error magnitude thus grows with $|x|$. If the spectrum lies in $|x|\le X$, write $\mathcal E_M(X)=|f_M(X)-f(X)|$. Positivity of $a(E)$ then gives, in the spectral norm,

$$\|\rho_M-\rho\|\le\|M_0\|\,\mathcal E_M(X).\tag{7}$$

### Wide and narrow spectra

For $x\gg N$, $Q$ varies slowly and $\phi\simeq\psi\simeq\sqrt Q\simeq1+2N(N+1)/x^2$. Therefore $d\ln h/dx\simeq2N(N+1)/x^2$. As $x\to\infty$, $I_\nu/K_\nu\to e^x/\pi$, so $h\to1$. Integrating inward from infinity,

$$\ln h(x)\simeq-\frac{2N(N+1)}x.\tag{8}$$

For small $h$ and large $X$, the edge error is approximately $h$. Setting it to $\varepsilon$ with $N=2M$ gives

$$M\simeq\frac12\left[-\frac12+\sqrt{\frac14+\frac{X\ln(1/\varepsilon)}2}\right]
\simeq\sqrt{\frac{X\ln(1/\varepsilon)}8}.\tag{9}$$

The next term in $\sqrt Q$ reduces the exponent by a relative amount $N(N+1)/(3X^2)$. For $X=100$ and $\varepsilon=10^{-8}$, $N\approx30$ makes this 3%, enough to raise the estimate from 14.93 to about 15.15. The counted requirement is 16. For $X=10^4$ the estimate is 151.49 and the count is 152.

The opposite limit, $x^2\ll16\nu$, follows from the leading small-argument forms of the Bessel functions:

$$g\simeq\frac{2\pi(x/4)^{2N+1}}{\Gamma(\nu)\Gamma(\nu+1)}.$$

The gamma functions make convergence faster than exponential in $N$. For $M=1$ and $x\ll1$, $f_M-f\simeq g/4=x^5/2880$. Direct expansion agrees: the $y^5$ coefficients of $\tanh y$ and $\tanh_2y$ are $2/15$ and $1/9$, and half their difference is $1/90$.

## What plain Matsubara summation omits

The scalar error is the missing tail. For large $M$, the midpoint rule gives

$$f_M^{\rm Mat}-f=\sum_{p>M}\frac{2x}{x^2+(2p-1)^2\pi^2}
\simeq\int_M^\infty\frac{2x\,dp}{x^2+4\pi^2p^2}
=\frac1\pi\arctan\frac{x}{2\pi M}.\tag{10}$$

When $2\pi M\gg X$, this is $x/(2\pi^2M)$, so $M\simeq X/(2\pi^2\varepsilon)$. Ozaki's count grows as $T^{-1/2}$ at fixed bandwidth and tolerance, Matsubara's as $T^{-1}$.

The matrix form uses $M_1=\int dE\,(E-\mu)a(E)$. On the imaginary line through $\mu$, the leading real part of $G$ is $-M_1/[(2p-1)\pi k_BT]^2$. With $\sum_{p>M}(2p-1)^{-2}\simeq1/(4M)$,

$$\rho_M^{\rm Mat}-\rho\simeq\frac{M_1}{2\pi^2k_BT\,M}.\tag{11}$$

Subtracting this term is a cheap improvement when $M_1$ is known, though the method is then no longer plain summation.

## Where the Ozaki poles go

On the imaginary axis put $y=i\eta$. The Bessel equation becomes $d^2w/d\eta^2=-[1-N(N+1)/\eta^2]w$. Its turning point is near $\eta=N$, or $\xi=4M$. Well below it, $g$ is exponentially small and the pole condition $e^x+1+g=0$ reduces to the Matsubara condition. With Matsubara spacing $2\pi$, agreement should end near $p=2M/\pi$.

For $M=80$ this estimate is 50.9. The first 47 poles agree to within $10^{-3}$ in $\xi$; the others spread out. The highest lies 424 eV above the real axis, against 12.9 eV for the eightieth Matsubara pole.

The weights follow a sum rule. At large $y$, evaluating the fraction from the bottom adds every second odd number:

$$\tanh_Ny\to\frac{3+7+\cdots+(4M-1)}y=\frac{M(2M+1)}y.$$

Half of this is $M(2M+1)/x$, while (1) gives $2\sum_pR_p/x$. Hence $\sum_pR_p=M(2M+1)/2$, compared with $M$ for Matsubara. For $M=80$ the sum is 6440, and the highest pole alone carries 5220. These distant, heavy poles represent the step function far from $\mu$.

## The junction and its zeroth moment

The Hamiltonian and overlap matrices are model parameters. Both are tridiagonal and symmetric. $H_D$ has diagonal $(-100,-0.5,0.5,60)$ eV and off-diagonal $(-3,-1.2,4)$ eV. $S_D$ has unit diagonal and off-diagonal $(0.05,0.15,0.1)$. Orbitals 2 and 3 each couple to a semi-infinite chain with on-site energy zero and hopping $-t$, $t=1.5$ eV. The contact hopping is $\tau=-1.0$ eV and the contact overlap is $s_c=0.1$. The chain-end Green's function satisfies $g_s=1/(z-t^2g_s)$. The root that decays as $1/z$ is

$$g_s(z)=\frac{2}{z+\sqrt{z-2t}\sqrt{z+2t}},$$

with principal square roots in the upper half-plane. This form avoids subtracting nearly equal numbers at large $|z|$. Eliminating the leads gives

$$G(z)=[zS_D-H_D-(zs_c-\tau)^2g_s(z)P]^{-1},$$

where $P$ selects orbitals 2 and 3. At large $z$ the self-energy grows as $zs_c^2P$, and therefore

$$M_0=(S_D-s_c^2P)^{-1}.\tag{12}$$

Using $S_D^{-1}$ instead leaves an error of $5.5\times10^{-3}$ that no increase in $M$ removes. If no closed form is available, $M_0$ can be estimated from $iR\,G(\mu+iR)$ at large real $R$, with leading error $M_1/(iR)$.

The reference density comes from diagonalizing the device with 600 explicit sites in each lead. At the lowest Matsubara energy, $\pi k_BT=0.081$ eV, a lead wave near the band centre decays by about $0.081/3=0.027$ per site in the exponent. A round trip of 1200 sites gives roughly $e^{-32}$, so reflections from the chain ends are negligible here.

The element $\rho_{11}=1.002$ exceeds one without violating the Pauli principle. In a nonorthogonal basis the constraint is $0\le\rho\le M_0$, and $(M_0)_{11}\ge1$.

## Reading the convergence

The lowest level is at $-100.04$ eV and $\mu=0.2$ eV. With $k_BT=0.025852$ eV,

$$X=\frac{100.04+0.2}{0.025852}\approx3878.$$

For $M=80$, (8) gives $\ln h=-2(160)(161)/3878=-13.3$, so $h\approx1.7\times10^{-6}$, the observed error. The highest level, at 60.07 eV, has $x\approx2316$ and $\ln h\approx-22$. The deep level therefore controls the error.

For a target of $10^{-8}$, $\ln(1/\varepsilon)=18.42$ and (9) gives $M=94.2$; the observed minimum is 95. For $10^{-3}$ it gives 57.6, against 58. At $M=120$ the error is about $10^{-13}$. Equation (6) times the weight of the deep level gives $1.15\times10^{-13}$, and double-precision round-off of order $10^{-14}$ already affects the second digit.

For Matsubara summation at $M=80$, (10) gives $\arctan(7.71)/\pi=0.459$, matching the observed 0.460. The deep level is then almost half empty. At $M=10^4$ the error is 0.0197. Subtracting (11) reduces it to $2.5\times10^{-5}$. The next term of the arctangent explains the remainder: $\frac13(X/2\pi M)^2=1.3\times10^{-3}$ of the original error. Extrapolating (11), plain summation would need about $2\times10^{10}$ poles for an error of $10^{-8}$.

## Pseudocode

```
input: H, S, lead self-energies, mu, T, tolerance eps
X = largest |E - mu| / (kB T), bound states included
M = ceil(estimate (9)) + small margin
build the 2M by 2M matrix B; diagonalize it
for each positive eigenvalue b, first component v:
    xi = 1/b;  R = v^2 / (4 b^2)
rho = M0 / 2
for each pair (xi, R):
    z = mu + i xi kB T
    G = inverse(z S - H - Sigma(z))
    rho += 2 kB T R Re G
repeat with M about 25% larger; accept if rho changes by < eps
    (a step of one in M can change rho by < eps before the error is < eps)
```

## Cost, stability and failure modes

For $n$ device orbitals, dense inversion costs $O(Mn^3)$, plus $M$ self-energy evaluations. The energies are independent and can be distributed. Dense diagonalization of $B$ costs $O(M^3)$, but the poles depend on $M$ alone and can be stored for reuse at any temperature or chemical potential.

The smallest eigenvalues of $B$ produce the highest poles. An absolute eigenvalue error $\delta b$ becomes a relative error $\xi_p\,\delta b$. With $\xi_p=1.6\times10^4$ and $\delta b\sim10^{-16}$, this worst-case estimate is of order $10^{-12}$. The actual relative error of the highest pole at $M=80$ is about $10^{-14}$. Both are small for the tolerances considered here.

The main failure modes are these:

- **Underestimated spectral width.** Missing a deep level makes $M$ too small. Equation (5) then pushes its occupation toward one half: at $M=10$ the Ozaki error is 0.45. High virtual levels gain spurious charge in the same way. The 25% check can miss a very deep level, because for $|x|\gg M^2$ the occupation differs from one half by only $M(2M+1)/|x|$. For a level 12 keV below $\mu$ at 300 K, raising $M$ from 19 to 24 changes it by less than $10^{-3}$ while its error is almost 0.5.
- **Wrong zeroth moment.** The resulting error is independent of $M$, so a convergence check in $M$ cannot reveal it.
- **Very low temperature.** $X$ diverges as $T\to0$, so $M$ grows as $T^{-1/2}$: this junction needs about 950 poles for $10^{-8}$ at 3 K. The lowest poles approach the real axis, but (7) does not depend on how smooth $G$ is there. The price is cost, provided the self-energies are computed accurately near the axis.
- **Finite bias.** Equation (2) needs one Fermi function multiplying the full spectral matrix. The part of a nonequilibrium density weighted by a difference of lead Fermi functions requires a separate integration.
- **Incomplete electron count.** With contact overlap, the total $\mathrm{Tr}(\rho S)$ also contains device–lead density elements. The device block of $\rho$ alone does not supply them.

## Calculated quantities

```
temperature: 300 K; kT: 0.025852 eV
chemical potential: 0.2 eV
lead hopping size: 1.5 eV; lead band: -3.0 to 3.0 eV
contact hopping: -1.0 eV; overlap: 0.1
H row 1 (eV): -100.0 -3.0 0.0 0.0
H row 2 (eV): -3.0 -0.5 -1.2 0.0
H row 3 (eV): 0.0 -1.2 0.5 4.0
H row 4 (eV): 0.0 0.0 4.0 60.0
S row 1: 1.00 0.05 0.00 0.00
S row 2: 0.05 1.00 0.15 0.00
S row 3: 0.00 0.15 1.00 0.10
S row 4: 0.00 0.00 0.10 1.00
reference sites per lead: 600
lowest, highest level: -100.0414, 60.0707 eV
dimensionless half-width X: 3877.51
reference rho diagonal: 1.00215614 0.56396392 0.36464169 0.00164986
reference rho(2,3): 0.30941372
spectral norm of M0: 1.239986
error if inverse S_dev replaces M0: 5.523e-03
M=1 Ozaki pole, residue: 3.464102, 1.500000
M=80: poles within 1e-3 of Matsubara: 47
M=80: 2M/pi = 50.93
M=80: largest xi, R: 16399.85, 5219.90
M=80: highest pole above mu: 423.97 eV
M=80: last Matsubara pole: 12.913 eV
largest density-matrix element error, and Ozaki norm bound:
M=10: Ozaki 4.468e-01, bound 5.531e-01, Matsubara 4.957e-01
M=20: Ozaki 3.008e-01, bound 3.724e-01, Matsubara 4.905e-01
M=40: Ozaki 3.422e-02, bound 4.236e-02, Matsubara 4.802e-01
M=60: Ozaki 5.610e-04, bound 6.944e-04, Matsubara 4.699e-01
M=80: Ozaki 1.712e-06, bound 2.120e-06, Matsubara 4.597e-01
M=100: Ozaki 1.008e-09, bound 1.248e-09, Matsubara 4.496e-01
M=120: Ozaki 1.104e-13, bound 1.424e-13, Matsubara 4.396e-01
M=1000: Matsubara error 1.763e-01
M=10000: Matsubara error 1.965e-02
M=100000: Matsubara error 1.968e-03
M=10000: tail-corrected Matsubara error 2.492e-05
poles for error 1e-3: Ozaki 58, Matsubara 196762
poles for error 1e-8: Ozaki 95
Matsubara for 1e-8, extrapolated: 1.968e+10
scalar edge error 1e-08, Ozaki pole numbers:
X=100: counted 16, estimate 14.93
X=1000: counted 48, estimate 47.74
X=10000: counted 152, estimate 151.49
```
